# Most probable distance from a donor to its nearest acceptor: a numerical check

```python
# Result under test: for acceptors placed at random with density n, the distance r
# from a donor to its nearest acceptor has the Hertz density
#     p(r) = 4 pi n r^2 exp(-4 pi n r^3 / 3),
# whose peak is r_mp = (2 pi n)^(-1/3), about 12 nm for n = 1e17 cm^-3.
# Lengths are in nm, densities in nm^-3 and energies in meV unless labelled.
# Independent roads: finite-N survival probability, random points, lattice sums.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import gamma

density_cm3 = 1e17
n = density_cm3 * 1e-21
lattice_constant = 0.543      # silicon, rough typical value
permittivity = 11.7           # silicon, rough typical value
freeze_temperature = 1300.0   # K, rough temperature where dopants stop moving
donor_radius = 2.0            # rough shallow-donor radius in silicon


def peak_radius(k, dens):
    """Peak when the density in the chosen variable is r^k exp(-4 pi n r^3/3)."""
    return (k / (4 * np.pi * dens)) ** (1 / 3)


def survival(r, dens):
    """Chance that none of many independent acceptors lies within r."""
    number = 1e7
    return np.exp(number * np.log1p(-dens * 4 * np.pi * r**3 / (3 * number)))


def peak_from_bins(radius_of, low, high, dens):
    """Most populated narrow bin of fixed width in a variable u, as a radius."""
    h = 1e-3 * (high - low)

    def negative_probability(u):
        return -abs(survival(radius_of(u + h), dens)
                    - survival(radius_of(u - h), dens))
    best = minimize_scalar(negative_probability, bounds=(low, high),
                           method="bounded", options={"xatol": 1e-8})
    return radius_of(best.x)


# Peak positions from the survival probability, for three choices of variable
r_mp = peak_radius(2, n)
r_square = peak_radius(1, n)
r_energy = peak_radius(4, n)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e12  # meV nm
bin_r = peak_from_bins(lambda u: u, 4.0, 25.0, n)
bin_square = peak_from_bins(np.sqrt, 16.0, 400.0, n)
bin_energy = peak_from_bins(lambda u: coulomb / u, coulomb / 25, coulomb / 6, n)
assert abs(bin_r / r_mp - 1) < 1e-3
assert abs(bin_square / r_square - 1) < 1e-3
assert abs(bin_energy / r_energy - 1) < 1e-3
scaled = {}
for dens_cm3 in (1e16, 1e18):
    d = dens_cm3 * 1e-21
    size = d ** (-1 / 3)
    scaled[dens_cm3] = peak_from_bins(lambda u: u, 0.2 * size, 1.2 * size, d)
    assert abs(scaled[dens_cm3] / r_mp
               - (density_cm3 / dens_cm3) ** (1 / 3)) < 3e-3

# Other measures of the distribution
c = (3 / (4 * np.pi * n)) ** (1 / 3)
median = c * np.log(2) ** (1 / 3)
mean = c * gamma(4 / 3)
spread = c * np.sqrt(gamma(5 / 3) - gamma(4 / 3) ** 2)


def hertz_survival(r):
    return np.exp(-(r / c) ** 3)


near_peak = hertz_survival(r_mp - 1) - hertz_survival(r_mp + 1)
r10, r90 = c * (-np.log([0.9, 0.1])) ** (1 / 3)

# Random points in a periodic box; nearest distances are measured directly
rng = np.random.default_rng(12345)
points = 400_000
box = (points / n) ** (1 / 3)
tree = cKDTree(rng.random((points, 3)) * box, boxsize=box)
sample = tree.query(rng.random((points, 3)) * box)[0]
counts, edges = np.histogram(sample, bins=np.arange(8.0, 15.6, 0.5))
centres = (edges[1:] + edges[:-1]) / 2
fit = np.polyfit(centres - 11.75, np.log(counts), 3)
roots = np.roots(np.polyder(fit))
sample_peak = 11.75 + roots[np.argmin(abs(roots))].real
sample_near = np.mean(abs(sample - r_mp) < 1)
# Tolerances cover several standard errors of a finite random sample
assert abs(sample.mean() - mean) < 0.05
assert abs(np.median(sample) - median) < 0.05
assert abs(sample.std() - spread) < 0.05
assert abs(sample_peak - r_mp) < 0.25
assert abs(sample_near - near_peak) < 0.005
assert np.allclose(np.quantile(sample, [0.1, 0.9]), [r10, r90], atol=0.08)


# Acceptors on diamond-lattice sites around a donor on one such site
def shell_counts(cutoff):
    """Sites at each integer squared distance in units of (a/4)^2."""
    unit = lattice_constant / 4
    top = int((cutoff / unit) ** 2)
    half = int(cutoff / unit) // 2 + 2
    index = np.arange(-half, half + 1)
    j, k = np.meshgrid(index, index)
    total = np.zeros(top + 1, dtype=np.int64)
    for i in index:
        allowed = (i + j + k) % 2 == 0
        for s in (0, 1):
            sq = (2*i + s)**2 + (2*j + s)**2 + (2*k + s)**2
            total += np.bincount(sq[allowed & (sq <= top)], minlength=top + 1)
    total[0] = 0
    return total


sites = shell_counts(40.0)
assert sites[3] == 4 and sites[8] == 12
shell_r = np.sqrt(np.arange(len(sites))) * lattice_constant / 4
occupancy = n * lattice_constant**3 / 8
sites_inside = np.cumsum(sites) - sites
log_empty = np.log1p(-occupancy)
shell_p = np.exp(log_empty * sites_inside) * -np.expm1(log_empty * sites)
lattice_mean = np.sum(shell_r * shell_p)
smaller_mean = np.sum((shell_r * shell_p)[shell_r <= 30.0])
cutoff_shift = lattice_mean - smaller_mean
bins = np.arange(0, 31)
lattice_hist = np.histogram(shell_r, bins=bins, weights=shell_p)[0]
hertz_hist = hertz_survival(bins[:-1]) - hertz_survival(bins[1:])
hist_error = np.max(abs(lattice_hist - hertz_hist))
top_bin = int(np.argmax(lattice_hist))
top_shell = int(np.argmax(shell_p))
assert abs(shell_p.sum() - 1) < 1e-6
assert abs(lattice_mean - mean) < 0.01
assert hist_error < 2e-3
assert abs(cutoff_shift) < 2e-3

# Unscreened attraction at freeze-in, and rate weighting of early emission
thermal = const.k * freeze_temperature / const.e * 1e3
r_c = coulomb / thermal
bond = lattice_constant * np.sqrt(3) / 4
attracted_peak = brentq(lambda r: 2/r - r_c/r**2
                        - 4*np.pi*n*r**2*np.exp(r_c/r), 5, 15)
grid = np.arange(bond, 40, 0.001)
hazard = 4 * np.pi * n * grid**2 * np.exp(r_c / grid)
attracted = hazard * np.exp(-cumulative_trapezoid(hazard, grid, initial=0))
assert abs(grid[np.argmax(attracted)] - attracted_peak) < 0.003
early_peak = brentq(lambda r: 2/r - 2/donor_radius - 4*np.pi*n*r**2, 0.1, 10)
early = grid**2 * hertz_survival(grid) * np.exp(-2 * grid / donor_radius)
assert abs(grid[np.argmax(early)] - early_peak) < 0.003

print(f"acceptor density: {density_cm3:.1e} cm^-3 = {n:.1e} nm^-3")
print(f"cube of most probable distance: {r_mp**3:.1f} nm^3")
print(f"most probable distance, formula: {r_mp:.2f} nm = {r_mp*1e-7:.3e} cm")
print(f"most probable distance, survival bins: {bin_r:.2f} nm")
print(f"Hertz density at peak: {3*r_mp**2/c**3*hertz_survival(r_mp):.4f} per nm")
print(f"chance of no acceptor within r_mp: {hertz_survival(r_mp):.4f}")
print(f"length c: {c:.2f} nm")
print(f"median distance: {median:.2f} nm")
print(f"mean distance: {mean:.2f} nm")
print(f"standard deviation: {spread:.2f} nm")
print(f"10 % and 90 % points: {r10:.2f} nm, {r90:.2f} nm")
print(f"chance within 1 nm of peak: {near_peak:.3f}")
print(f"n^(-1/3): {n**(-1/3):.2f} nm")
print(f"peak at 1e16 cm^-3: {scaled[1e16]:.2f} nm")
print(f"peak at 1e18 cm^-3: {scaled[1e18]:.2f} nm")
print(f"random sample: {points} donors, {points} acceptors")
print(f"sample peak (fit): {sample_peak:.2f} nm")
print(f"sample median: {np.median(sample):.2f} nm")
print(f"sample mean: {sample.mean():.2f} nm")
print(f"sample standard deviation: {sample.std():.2f} nm")
print(f"sample fraction within 1 nm of r_mp: {sample_near:.3f}")
print(f"peak for equal bins in r^2: {r_square:.2f} nm")
print(f"peak for equal bins in Coulomb shift: {r_energy:.2f} nm")
print(f"relative permittivity (rough): {permittivity:.1f}")
print(f"Coulomb constant C: {coulomb:.1f} meV nm")
print(f"Coulomb shift at r_mp: {coulomb/r_mp:.2f} meV")
print(f"most probable Coulomb shift: {coulomb/r_energy:.2f} meV")
print(f"median Coulomb shift: {coulomb/median:.2f} meV")
print(f"silicon lattice constant (rough): {lattice_constant:.3f} nm")
print(f"site occupancy by acceptors: {occupancy:.2e}")
print(f"lattice mean distance: {lattice_mean:.4f} nm")
print(f"lattice mean minus Hertz mean: {lattice_mean-mean:.1e} nm")
print(f"mean shift, cutoff 30 to 40 nm: {cutoff_shift:.1e} nm")
print(f"largest 1 nm bin probability error: {hist_error:.1e}")
print(f"fullest 1 nm lattice bin: {top_bin} to {top_bin+1} nm")
print(f"most probable single shell: {shell_r[top_shell]:.2f} nm")
print(f"sites in that shell: {sites[top_shell]}")
print(f"probability of that shell: {shell_p[top_shell]:.2e}")
print(f"freeze-in temperature (rough): {freeze_temperature:.0f} K")
print(f"thermal energy there: {thermal:.1f} meV")
print(f"attraction length r_c: {r_c:.2f} nm")
print(f"peak with unscreened attraction: {attracted_peak:.2f} nm")
print(f"shift by attraction: {100*(attracted_peak/r_mp-1):.1f} %")
print(f"donor radius (rough): {donor_radius:.1f} nm")
print(f"peak of early nearest-pair emission: {early_peak:.2f} nm")
print(f"chance of acceptor within donor radius: "
      f"{1-hertz_survival(donor_radius):.2e}")
print("every check passed")
```

It prints:

```
acceptor density: 1.0e+17 cm^-3 = 1.0e-04 nm^-3
cube of most probable distance: 1591.5 nm^3
most probable distance, formula: 11.68 nm = 1.168e-06 cm
most probable distance, survival bins: 11.68 nm
Hertz density at peak: 0.0879 per nm
chance of no acceptor within r_mp: 0.5134
length c: 13.37 nm
median distance: 11.83 nm
mean distance: 11.93 nm
standard deviation: 4.34 nm
10 % and 90 % points: 6.31 nm, 17.65 nm
chance within 1 nm of peak: 0.175
n^(-1/3): 21.54 nm
peak at 1e16 cm^-3: 25.15 nm
peak at 1e18 cm^-3: 5.42 nm
random sample: 400000 donors, 400000 acceptors
sample peak (fit): 11.68 nm
sample median: 11.82 nm
sample mean: 11.93 nm
sample standard deviation: 4.33 nm
sample fraction within 1 nm of r_mp: 0.175
peak for equal bins in r^2: 9.27 nm
peak for equal bins in Coulomb shift: 14.71 nm
relative permittivity (rough): 11.7
Coulomb constant C: 123.1 meV nm
Coulomb shift at r_mp: 10.54 meV
most probable Coulomb shift: 8.37 meV
median Coulomb shift: 10.41 meV
silicon lattice constant (rough): 0.543 nm
site occupancy by acceptors: 2.00e-06
lattice mean distance: 11.9347 nm
lattice mean minus Hertz mean: 2.0e-05 nm
mean shift, cutoff 30 to 40 nm: 3.8e-04 nm
largest 1 nm bin probability error: 4.4e-04
fullest 1 nm lattice bin: 11 to 12 nm
most probable single shell: 9.22 nm
sites in that shell: 672
probability of that shell: 9.68e-04
freeze-in temperature (rough): 1300 K
thermal energy there: 112.0 meV
attraction length r_c: 1.10 nm
peak with unscreened attraction: 11.11 nm
shift by attraction: -4.9 %
donor radius (rough): 2.0 nm
peak of early nearest-pair emission: 1.99 nm
chance of acceptor within donor radius: 3.35e-03
every check passed
```
